# Trapped charge needed between switched ferroelectric hafnia and thin silica

**Question.** A ferroelectric hafnia film lies on a thin silica layer on silicon. The electric displacement in the hafnia is 20 uC/cm2, but the silica can carry no more than about 10 MV/cm. How many electrons per unit area must be trapped where the two oxides meet, and how does that number scale with the properties of the stack?

**Answer.** At least about $1.0\times10^{14}$ cm$^{-2}$. The silica can pass on only about a sixth of the hafnia displacement, and trapped charge must end the rest. The required density grows linearly with the hafnia displacement and falls linearly with the field allowed in the silica. At given displacement and field limit it does not depend on either thickness, although the field a real silica layer tolerates itself varies with thickness and stress time.

## The charge balance

Let $x$ run from the gate through the hafnia (label F) and the silica (label I) to the silicon. Fields, polarizations and displacements are positive along $x$. The layers are flat and uniform, and the trapped charge, $\sigma_t$ per unit area, sits at the hafnia/silica interface.

The electric field responds to all charge, bound as well as free. The hafnia polarization ends at the interface and leaves bound charge $+P_F$ there; the silica polarization begins there and leaves $-P_I$. Gauss's law across the interface therefore reads

$$\varepsilon_0(E_I-E_F)=\sigma_t+P_F-P_I .$$

Moving the polarizations to the left and using $D=\varepsilon_0E+P$ gives

$$D_I-D_F=\sigma_t .$$

Take $D_F>0$, so that the displacement points towards silicon, and write $\sigma_t=-qN$, where $q>0$ is the elementary charge and $N$ the net density of trapped electrons. Then

$$D_I=D_F-qN .$$

Silica is a linear dielectric here, $D_I=\varepsilon_IE_I$. If its field may not exceed $E_{\max}$ in either direction, then

$$-\varepsilon_IE_{\max}\le D_F-qN\le\varepsilon_IE_{\max}.$$

Subtracting $D_F$, changing all signs (which reverses the inequalities) and dividing by $q$ gives

$$\frac{D_F-\varepsilon_IE_{\max}}{q}\le N\le\frac{D_F+\varepsilon_IE_{\max}}{q}.$$

The lower end is the charge needed. Beyond the upper end, the trapped electrons would overload the silica with a field of the opposite sign. If $D_F\le\varepsilon_IE_{\max}$, the lower end is zero or negative and no electrons are needed.

## The number

In the units of this problem, $\varepsilon_0=0.08854$ uC/cm2 per MV/cm. With a relative permittivity of 3.9, the silica can carry at most

$$\varepsilon_IE_{\max}=3.9\times0.08854\times10=3.45\ \text{uC/cm2}.$$

The trapped charge must supply the difference:

$$qN_{\min}=20-3.45=16.55\ \text{uC/cm2},$$

$$N_{\min}=\frac{16.55\times10^{-6}\ \text{C/cm2}}{1.602\times10^{-19}\ \text{C}}=1.03\times10^{14}\ \text{cm}^{-2}.$$

The upper end of the allowed range is $1.46\times10^{14}$ cm$^{-2}$. At the lower end, the gate holds $+20$ uC/cm2, the traps hold $-16.55$ and the silicon holds $-3.45$. The silicon thus receives 17% of the hafnia displacement.

Without traps, the same displacement would put $20/0.345=58$ MV/cm across the silica. This is not a field that the stack could reach; it shows that the stated displacement and an untrapped interface are incompatible.

The location of the charge matters too. If the electrons sat some way inside the silica, the part of the silica between them and the hafnia would still carry the full 20 uC/cm2, and hence 58 MV/cm. At least the minimum charge must therefore lie at the interface or on its hafnia side.

## How it scales

Differentiating the lower bound gives

$$\frac{\partial N_{\min}}{\partial D_F}=\frac1q,\qquad
\frac{\partial N_{\min}}{\partial E_{\max}}=-\frac{\varepsilon_I}{q}.$$

Each additional uC/cm2 of displacement needs $6.2\times10^{12}$ more electrons per cm2. Each additional MV/cm allowed in the silica saves $2.2\times10^{12}$ cm$^{-2}$. In relative terms,

$$\frac{D_F}{N_{\min}}\frac{\partial N_{\min}}{\partial D_F}=\frac{20}{16.55}=1.21,\qquad
\frac{E_{\max}}{N_{\min}}\frac{\partial N_{\min}}{\partial E_{\max}}=-\frac{3.45}{16.55}=-0.21 .$$

The estimate is therefore much more sensitive to the displacement than to the breakdown limit. Raising the limit from 10 to 15 MV/cm, with $D_F$ held at 20 uC/cm2, lowers the density only to $9.3\times10^{13}$ cm$^{-2}$. For $D_F\gg\varepsilon_IE_{\max}$ the result tends to $D_F/q$: nearly all the displacement must end on traps.

Reversing the ferroelectric changes the sign of the problem. At $D_F=-20$ uC/cm2 the interface must hold a net positive charge of at least 16.55 uC/cm2. Between the two mirror states the trapped charge must change by at least $2N_{\min}=2.07\times10^{14}$ electrons per cm2. If the electrons of the first state stayed in place while the displacement reversed fully, the silica displacement would be $-20-16.55=-36.55$ uC/cm2, which is further from the limit than with no traps at all. Full reversal needs charge that follows the switching.

## Displacement is not spontaneous polarization

Divide the hafnia response into a spontaneous part $P_s$ and a linear background:

$$D_F=P_s+\varepsilon_FE_F .$$

For an example, take rough typical values: $P_s=18$ uC/cm2, a background relative permittivity of 30, 10 nm of hafnia and 1 nm of silica. Then $\varepsilon_F=30\times0.08854=2.656$ uC/cm2 per MV/cm, and $D_F=20$ uC/cm2 requires

$$E_F=\frac{20-18}{2.656}=0.753\ \text{MV/cm}.$$

If the quoted 20 uC/cm2 were instead the spontaneous polarization, with this hafnia field unchanged, the displacement would be 22 uC/cm2. The minimum density would rise by 12%, to $1.16\times10^{14}$ cm$^{-2}$.

## What voltage does to the stack

Let $V$ be the voltage drop across the two insulators alone. The band bending in silicon and the work-function difference are not part of it. With $s=qN$, the charge balance gives $D_F=D_I+s$, so

$$V=E_It_I+E_Ft_F=\frac{t_ID_I}{\varepsilon_I}+\frac{t_F(D_I+s-P_s)}{\varepsilon_F}.$$

Setting $D_I=\varepsilon_IE_I$ and collecting the terms in $E_I$,

$$E_I=\frac{V+(P_s-s)\,t_F/\varepsilon_F}{t_I+\varepsilon_It_F/\varepsilon_F}.$$

In the example the denominator is $1+3.9\times10/30=2.3$ nm. At the minimum trapped charge, the hafnia drops 0.753 V and the silica 1.000 V, in total 1.75 V. The hafnia field of 0.753 MV/cm is below a rough coercive field of 1 MV/cm, so this voltage holds an already poled film rather than switching it. A fully poled film at the coercive field would have $D_F=20.66$ uC/cm2 and need $1.07\times10^{14}$ cm$^{-2}$.

Now remove this voltage and keep both $P_s$ and the trapped electrons. At $V=0$,

$$E_I=\frac{(18-16.55)/2.656\times10}{2.3}=2.4\ \text{MV/cm}.$$

The two voltage drops must cancel, so $E_F=-E_It_I/t_F=-0.24$ MV/cm. This reverse field is smaller than a rough coercive field of 1 MV/cm.

With no traps ($s=0$) and the full $P_s$ imposed, the same formula gives 29 MV/cm in the silica and $-2.9$ MV/cm in the hafnia. The reverse field is then well above the coercive field, so a uniform film would not keep its full polarization. For $s=0$ and $V=0$ the general result is

$$E_F=-\frac{t_I}{t_F}E_I=-\frac{P_st_I}{\varepsilon_Ft_I+\varepsilon_It_F}.$$

A thinner silica layer or a thicker hafnia film weakens this depolarizing field, but it raises the silica field: with 0.5 nm of silica, or 20 nm of hafnia, the values become $-1.9$ MV/cm in the hafnia and 38 MV/cm in the silica. Thickness thus helps to decide whether a given displacement can be reached or kept, although it does not enter the charge count once the displacement is given.

The $V=0$ values are sensitive to the omitted voltages. At fixed $P_s$ and $s$, one volt changes the silica field by $1\ \text{V}/2.3\ \text{nm}=4.3$ MV/cm. A few tenths of a volt from the silicon or the gate metal therefore shift 2.4 MV/cm by an appreciable part of itself. For a midgap gate on p-type silicon doped to $10^{17}$ cm$^{-3}$, zero gate bias corresponds to $V\approx-0.43$ V; the silica field is then about 0.5 MV/cm and the reverse hafnia field about 0.48 MV/cm.

## Traps with some depth

Suppose the electrons are spread evenly through the last width $w$ of the hafnia. On the gate side of this layer the displacement is still $D_F=D_I+s$, so the count at given $D_F$ is unchanged. Within the layer the displacement falls linearly from $D_I+s$ to $D_I$. Its average there is $s/2$ below the gate-side value, which lowers the hafnia voltage by $sw/(2\varepsilon_F)$:

$$V=\frac{t_ID_I}{\varepsilon_I}+\frac{t_F(D_I+s-P_s)}{\varepsilon_F}-\frac{sw}{2\varepsilon_F}.$$

At fixed $V$, $P_s$ and $s$, the silica field must rise to make up the missing voltage:

$$\Delta E_I=\frac{sw/(2\varepsilon_F)}{t_I+\varepsilon_It_F/\varepsilon_F}.$$

For $w=1$ nm the numerator is 0.31 V and the rise is 1.35 MV/cm. A silica layer that was at its limit is then at 11.35 MV/cm. To return to the limit, the voltage $V$ over the two insulators must fall by 0.31 V or the trapped charge must change.

Keeping $P_s$ fixed is a strong assumption here. Next to the silica, the hafnia field would be $(D_I-P_s)/\varepsilon_F=-5.3$ MV/cm, far beyond the rough coercive field of 1 MV/cm. The hafnia there would be likely to lose or reverse part of its polarization. If this held the reverse field to 1 MV/cm, the silica field would rise by only about 0.7 MV/cm at the same $V$ and $s$.

## Can electrons get there?

The silica field points towards silicon, so it pushes electrons from silicon towards the interface. Suppose that the whole silicon charge consists of mobile electrons. Their density is then

$$N_s=\frac{D_I}{q}=2.16\times10^{13}\ \text{cm}^{-2},$$

about one for every 4.8 trapped electrons.

Let $y$ be the distance into the silica from silicon, and $\phi$ the barrier height at $y=0$. The barrier falls as $\phi-qE_Iy$. In the WKB approximation, an electron of tunnelling mass $m$ crosses with probability $e^{-S}$, where

$$S=\frac{2}{\hbar}\int_0^{t_I}\sqrt{2m(\phi-qE_Iy)}\,dy .$$

Substituting $u=\phi-qE_Iy$, so that $dy=-du/(qE_I)$, gives

$$S=\frac{4\sqrt{2m}}{3\hbar qE_I}\left[\phi^{3/2}-(\phi-qE_It_I)^{3/2}\right].$$

This form holds while $qE_It_I<\phi$. For a rough barrier of 3.1 eV, a mass of 0.40 electron masses and a drop of 1 V, $S=10.4$ and $e^{-S}=2.9\times10^{-5}$.

The rate of attempts follows from the motion of the electrons in silicon. The field there falls from $D_I/\varepsilon_{Si}=3.33$ MV/cm at the surface (relative permittivity 11.7) to zero behind the electron layer. Each slice of the layer lowers the field in proportion to the electrons it holds, so the average over the electrons is half the surface value, $F=1.67$ MV/cm. In a triangular well with a hard wall, the wave function is an Airy function whose first zero, at $-2.338$, must fall on the wall. The lowest level is therefore

$$E_0=2.338\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(qF)^{2/3}.$$

For a normal mass $m_z$ of 0.92 electron masses this is 0.245 eV. A classical electron of that energy leaves the wall with momentum $\sqrt{2m_zE_0}$ and returns with the opposite momentum. Under the constant force $qF$ this takes a time $2\sqrt{2m_zE_0}/(qF)$, so

$$f=\frac{qF}{2\sqrt{2m_zE_0}}=5.2\times10^{13}\ \text{s}^{-1}.$$

At this final field, the time to pass $N_{\min}$ electrons is

$$\tau=\frac{N_{\min}}{N_sfe^{-S}}
=\frac{4.79}{5.2\times10^{13}\times2.9\times10^{-5}}\ \text{s}\approx3\ \text{ns}.$$

Measuring the barrier from the raised level $E_0$ instead of the band edge reduces $S$ to 9.9 and the time to about 2 ns. These are order-of-magnitude figures: the WKB prefactor is omitted, and empty traps are assumed at suitable energies. The triangular well is also crude, since the real field is stronger at the wall and fades with depth. Solving for the field and the lowest level together, with all electrons in that level, raises $E_0$ to about 0.33 eV but leaves the time near 2 ns. At this density higher levels would be occupied too. Capture may be slower than tunnelling. The estimate shows that 1 nm of silica need not prevent the charge from arriving, not that the traps fill in this time. It also means that such a layer leaks strongly at its field limit.

## Is the charge really a smooth sheet?

At the minimum density the mean spacing $N^{-1/2}$ is 0.98 nm, about the thickness of the silica, so the local field is uneven.

A point charge on the plane between two dielectric half-spaces has the potential $q/(4\pi\varepsilon_{av}r)$ on both sides, where $\varepsilon_{av}=(\varepsilon_F+\varepsilon_I)/2$. At depth $z$ and lateral distance $\rho$, the magnitude of its normal field is

$$e(\rho)=\frac{q}{4\pi\varepsilon_{av}}\frac{z}{(\rho^2+z^2)^{3/2}}.$$

If the charges are placed independently at random, a small area $dA$ is occupied with probability $N\,dA$ and adds $N e^2dA$ to the variance. Hence

$$\sigma_E^2=N\int_0^\infty e^2(\rho)\,2\pi\rho\,d\rho
=N\left(\frac{q}{4\pi\varepsilon_{av}}\right)^2z^2\,\frac{\pi}{2z^4},$$

$$\sigma_E=\frac{q}{4\pi\varepsilon_{av}}\sqrt{\frac{\pi N}{2}}\,\frac1z .$$

Halfway through the silica, at $z=0.5$ nm, this gives 2.2 MV/cm, or 22% of the allowed mean field. The formula treats the silica as filling all the space beyond the interface. Silicon only 1 nm away draws the field of each charge towards itself and raises the fluctuations: to about 3.0 MV/cm if its electrons lie 1 nm deep, and to 3.4 MV/cm if it acts as a metal right from its surface. Ordering that keeps the charges apart would lower them. If the mean field were lowered by 2.2 MV/cm to leave room for the fluctuations, the required density would rise by $2.2\times2.2\times10^{12}\approx5\times10^{12}$ cm$^{-2}$, or about 5%; with the larger values the rise is 6 to 7%. That margin covers one standard deviation at mid-depth, not every location. Closer to the traps the fluctuation grows roughly as $1/z$, to between 4.3 and 5.1 MV/cm at $z=0.25$ nm.

## Beside a real stack

Hafnia films near 10 nm, silica layers near 1 nm, coercive fields near 1 MV/cm and polarizations of order 10 to 30 uC/cm2 are representative of ferroelectric hafnia devices. The required trap density is the extreme number. With a rough lattice parameter of 0.51 nm and two hafnium atoms per cube face, a face has $7.7\times10^{14}$ hafnium sites per cm2, so about one electron is needed for every seven or eight sites. This is far from a dilute set of defects. One assumption that may fail in a real device is that the whole film reaches 20 uC/cm2: grains may switch only in part, or in opposite directions. If the displacement were 10 uC/cm2 throughout, the minimum would be $(10-3.45)/q=4.1\times10^{13}$ cm$^{-2}$, less than half the original estimate. A polarization measured on a capacitor with two metal electrodes should therefore not be carried over to a silicon stack without asking whether the interface can supply the missing charge.

Numerical values quoted here were computed with a short program.
